# The Interface Term in the Composition of Supercycle-Grown Oxide Films

## A case that can be counted by hand

In atomic layer deposition of an oxide, one cycle consists of a pulse of metal precursor, a purge, a pulse of oxidant and another purge. It adds a limited number of metal atoms per area, called here the uptake. A film with two metals is grown by alternating cycles of an oxide A with cycles of an oxide B.

Take round model values. A cycle of A on a surface of A adds 2.0 metal atoms per nm², but a cycle of A on a surface of B adds only 1.2. A cycle of B adds 3.0 on either surface.

In the sequence ABAB…, every A cycle meets a surface of B. One repeat adds 1.2 atoms of metal A and 3.0 of metal B, so the fraction of A among the metals is \(1.2/4.2=0.286\). The uptakes of the separately grown oxides would have suggested \(2.0/5.0=0.400\).

In the sequence AABBAABB…, only the first A cycle of each pair meets B. One repeat adds \(1.2+2.0=3.2\) atoms of A and 6.0 of B, and the fraction rises to \(3.2/9.2=0.348\). The deficit of 0.8 atoms per nm² is the same as before, but it is now set against a nominal amount of 4.0 instead of 2.0. Its relative weight has halved, from 0.4 to 0.2.

The deficit belongs to the junction between the oxides, while the nominal amount grows with the number of consecutive cycles. What follows makes this precise, and determines which cycle count matters and what happens when the surface needs several cycles to forget its past.

## Setting and assumptions

A supercycle consists of \(m\) consecutive cycles of A followed by \(n\) of B, with \(m,n\ge 1\). Let \(N_A\) and \(N_B\) be the metal atoms added per area in one supercycle. The assumptions are:

1. The uptake of an A cycle is \(a\) if the preceding cycle was A, and \(a+\delta_A\) if it was B.
2. The uptake of a B cycle is \(b\) if the preceding cycle was B, and \(b+\delta_B\) if it was A.
3. Metal once deposited stays in the film.
4. Whole supercycles are counted, and the block grown directly on the substrate is left out.

Define the dimensionless changes

\[
\varepsilon_A=\frac{\delta_A}{a},\qquad \varepsilon_B=\frac{\delta_B}{b},
\]

both taken greater than \(-1\), so that every cycle deposits something. A negative value means inhibited uptake on the foreign oxide, a positive value enhanced uptake. In the opening case \(\delta_A=-0.8\) nm⁻², \(\varepsilon_A=-0.4\) and \(\varepsilon_B=0\).

Assumption 4 removes a contribution that fades with film thickness. If the substrate changes the total uptake by a fixed amount \(s\), its share per supercycle in a film of \(P\) supercycles is \(s/P\). The interface term recurs in every supercycle and does not fade in this way.

## Counting junctions

**Lemma 1.** Let a periodically repeated sequence contain \(M\) cycles of A and \(N\) of B per period, with \(J\) places where A follows B. Then the uptakes per period are

\[
N_A=Ma+J\delta_A,\qquad N_B=Nb+J\delta_B .
\]

**Proof.** Of the \(M\) cycles of A, \(J\) follow a B cycle and take up \(a+\delta_A\) each. The other \(M-J\) take up \(a\) each. Hence

\[
N_A=J(a+\delta_A)+(M-J)a=Ma+J\delta_A .
\]

Going once around the period, each change from B to A must be matched by a change from A to B. There are therefore also \(J\) places where B follows A, and the same count gives \(N_B\). ∎

The lengths and order of the individual blocks do not appear. Only the cycle totals and the number of junctions enter.

## The composition theorem

**Theorem.** Under assumptions 1 to 4, the metal ratio of the supercycle is

\[
\frac{N_A}{N_B}=\frac{ma}{nb}\,\frac{1+\varepsilon_A/m}{1+\varepsilon_B/n}. \tag{1}
\]

If only the first cycle of A on B is modified, the relative shift of the ratio from its nominal value \(ma/(nb)\) is \(\varepsilon_A/m\), for every \(m\) and \(n\).

Let \(x=N_A/(N_A+N_B)\), let \(x_0=ma/(ma+nb)\) be its nominal value, and put \(u=\varepsilon_A/m\), \(v=\varepsilon_B/n\). Then

\[
x-x_0=\frac{x_0(1-x_0)(u-v)}{1+x_0u+(1-x_0)v}. \tag{2}
\]

**Proof.** A supercycle has \(J=1\), \(M=m\) and \(N=n\). Lemma 1 gives

\[
N_A=ma+\delta_A=ma(1+u),\qquad N_B=nb+\delta_B=nb(1+v).
\]

Their quotient is (1), and setting \(\varepsilon_B=0\) leaves the factor \(1+\varepsilon_A/m\).

For the fraction, divide numerator and denominator by \(ma+nb\):

\[
x=\frac{ma(1+u)}{ma(1+u)+nb(1+v)}=\frac{x_0(1+u)}{D},
\]

where

\[
D=x_0(1+u)+(1-x_0)(1+v)=1+x_0u+(1-x_0)v .
\]

Subtracting \(x_0\) gives \(x-x_0=x_0(1+u-D)/D\). The bracket is

\[
1+u-D=u-x_0u-(1-x_0)v=(1-x_0)(u-v),
\]

which yields (2). ∎

**Remark 1: relative to what.** The number \(\varepsilon_A/m\) compares the interface term with the bulk term \(ma\). Compared with all the A actually deposited, it is

\[
\frac{\delta_A}{N_A}=\frac{\varepsilon_A}{m+\varepsilon_A},
\]

which approaches \(\varepsilon_A/m\) for long blocks. For \(m=1\) in the opening case the two measures are \(-0.40\) and \(-0.8/1.2=-0.67\).

**Remark 2: cancellation.** The fraction is unshifted when \(u=v\). If the first B cycle on A is lowered to 1.8 nm⁻², then \(\varepsilon_B=1.8/3.0-1=-0.4\). With \(m=n=3\) both oxides lose the same relative amount:

\[
N_A=6.0-0.8=5.2\ \text{nm}^{-2},\qquad N_B=9.0-1.2=7.8\ \text{nm}^{-2}.
\]

The fraction is \(5.2/13.0=0.400\), as without interface terms, although the film contains less metal. A nominal composition is therefore no proof that the interfaces are without effect. The total uptake must be examined as well.

## Three ways of lengthening a supercycle

Let only A be modified, and write \(\varepsilon\) for \(\varepsilon_A\). Setting \(v=0\) in (2) and multiplying numerator and denominator by \(m\) gives

\[
x-x_0=\frac{x_0(1-x_0)\,\varepsilon}{m+x_0\varepsilon}. \tag{3}
\]

**Corollary 1.**

(a) At fixed \(m:n\), the shift \(x-x_0\) falls as \(1/m\) for large \(m\).

(b) At fixed \(n\), it falls as \(1/m^2\) for large \(m\).

(c) At fixed \(m\), as \(n\to\infty\), the relative shift \((x-x_0)/x_0\) tends to \(\varepsilon/m\).

**Proof.** (a) A fixed ratio \(m:n\) fixes \(x_0\), so the numerator of (3) is constant and the denominator approaches \(m\).

(b) Let \(\rho=nb/a\). Then \(x_0=m/(m+\rho)\) and \(1-x_0=\rho/(m+\rho)\). Inserting these into (3) and cancelling \(m\) gives

\[
x-x_0=\frac{\rho\varepsilon}{(m+\rho)^2\left[1+\varepsilon/(m+\rho)\right]}
=\frac{\rho\varepsilon}{(m+\rho)(m+\rho+\varepsilon)},
\]

which approaches \(\rho\varepsilon/m^2\).

(c) Dividing (3) by \(x_0\) gives \((1-x_0)\varepsilon/(m+x_0\varepsilon)\). As \(n\to\infty\), \(x_0\to0\), and the limit follows. ∎

Case (a) coarsens a film at constant nominal composition. For equal blocks in the example, \(x_0=0.4\) and the numerator of (3) is \(0.4\times0.6\times(-0.4)=-0.096\). At \(m=10\) the shift is \(-0.096/9.84=-0.0098\); at \(m=20\) it is \(-0.0048\). At \(m=1\) it is \(-0.096/0.84=-0.114\), larger in magnitude than the leading estimate \(-0.096\), because \(x_0\varepsilon\) is not yet negligible beside \(m\).

Case (b) describes a host A with a fixed dose of B. The extra power of \(1/m\) arises because the fraction of B itself is vanishing. Relative to that fraction, the error still falls as the first power:

\[
\frac{(1-x)-(1-x_0)}{1-x_0}=-\frac{x_0\varepsilon}{m+x_0\varepsilon}\;\to\;-\frac{\varepsilon}{m}.
\]

For \(n=2\), the power found between \(m=2000\) and \(4000\) is \(-1.998\). The small departure from \(-2\) comes from the offsets \(\rho=3\) and \(\rho+\varepsilon=2.6\) in the denominator.

Case (c) describes a dilute dopant A in a host B. Longer host blocks lower the dopant concentration but do not improve the relative accuracy of its nominal value. With \(m=2\) and \(n=4000\), the dopant fraction is still 20% below nominal. The absolute shift \(x-x_0\) does shrink as \(n\) grows, but only because \(x_0\) does. The count that suppresses the relative shift \(\varepsilon/m\) of the ratio is that of the modified oxide, not the length of the whole supercycle.

## Correcting the recipe

Since \(N_A=a(m+\varepsilon)\), a block of \(m\) cycles delivers what \(m+\varepsilon\) bulk cycles would. The interface acts as a fixed offset in the cycle count.

**Corollary 2.** Let only A be modified, and let a target ratio \(R=N_A/N_B\) be sought with B blocks of \(n\) cycles. The mean length of the A blocks must be

\[
\bar m=\frac{Rnb}{a}-\varepsilon, \tag{4}
\]

provided that this is at least 1.

**Proof.** Divide the uptakes of Lemma 1 by \(J\). The mean A uptake per block is \(a(\bar m+\varepsilon)\), with \(\bar m=M/J\), and the B uptake per block is \(nb\). Setting \(a(\bar m+\varepsilon)=Rnb\) and solving for \(\bar m\) gives (4). ∎

As long as only the first cycle after a junction is modified, the correction \(-\varepsilon\) does not depend on the block length. It is usually not a whole number, but a mean can be realized with blocks of different lengths.

In the example, a fraction of 0.4 means \(R=2/3\). For \(n=2\), equation (4) gives \(\bar m=(2/3)(6.0/2.0)+0.4=2.4\). Five A blocks of 2, 2, 2, 3 and 3 cycles, each followed by two B cycles, have this mean. Their uptakes are

\[
N_A=12\times2.0-5\times0.8=20.0\ \text{nm}^{-2},\qquad
N_B=10\times3.0=30.0\ \text{nm}^{-2},
\]

and the fraction is 0.400. Other arrangements with the same totals and five junctions gave the same uptakes when tested. The correction concerns the average over the full period; the local composition still varies from layer to layer.

## When the modification lasts longer

Suppose that the \(k\)-th A cycle after B takes up \(a+d_k\), where the \(d_k\) do not depend on \(m\) or \(n\). Then \(N_A=ma+S_m\), with \(S_m=\sum_{k=1}^m d_k\), and the relative influence of the interface is

\[
I_m=\frac{S_m}{ma}.
\]

**Proposition 1.** If \(S_m\) tends to a finite nonzero limit \(S\), then \(I_m\) falls asymptotically as \(S/(ma)\). If \(S=0\), it falls faster than \(1/m\). If \(|S_m|\) grows without bound, it falls more slowly than \(1/m\), or not at all.

**Proof.** Since \(mI_m=S_m/a\), the product \(mI_m\) tends to \(S/a\), to zero, or grows without bound in magnitude in the three cases. ∎

The three cases do not cover partial sums that oscillate without a limit. If they stay bounded, \(|I_m|\) is still at most of order \(1/m\), but \(mI_m\) does not settle.

It is not enough that the deviations die out. For \(d_k=\delta_A/k\) they do, but their sum is \(\delta_A(\ln m+\gamma)\) up to a term of order \(1/m\), where \(\gamma\) is Euler's constant. Hence

\[
I_m\simeq\varepsilon\,\frac{\ln m+\gamma}{m}.
\]

With \(\varepsilon=-0.4\), the product \(mI_m\) is \(-1.17\), \(-2.07\) and \(-2.99\) at \(m=10\), 100 and 1000. It does not settle: each later decade adds about \(\varepsilon\ln10=-0.92\). This sequence is a mathematical counterexample; no surface mechanism is claimed for it.

## Memory from incomplete covering

A simple model produces a lasting modification. The surface has \(\sigma\) sites per area, each terminated by A or by B. In an A cycle, a metal atom lands on an A-terminated site with probability \(p_{AA}\) and on a B-terminated site with probability \(p_{AB}\). Thus

\[
a=\sigma p_{AA},\qquad \delta_A=\sigma(p_{AB}-p_{AA}).
\]

With \(\sigma=5\) nm⁻², \(p_{AA}=0.40\) and \(p_{AB}=0.24\), these are the values used so far. For a B cycle, with landing probabilities \(p_{BB}\) on B and \(p_{BA}\) on A, correspondingly \(b=\sigma p_{BB}\) and \(\delta_B=\sigma(p_{BA}-p_{BB})\).

The same cycle converts a B-terminated site to A with probability \(c_A\). This is at least \(p_{AB}\), because a landed atom converts its own site, and it may be larger, because the oxide formed around an atom can cover neighbouring sites. A B cycle converts an A-terminated site with probability \(c_B\). Both are positive, and \(q_A=1-c_A\), \(q_B=1-c_B\) are the probabilities that a foreign site survives one cycle. The probabilities are taken to be constant and to depend on the termination of the site alone. When neighbouring sites are covered this is an approximation: whether a neighbour lands an atom depends on its own termination, so the true conversion probability changes somewhat from cycle to cycle.

**Proposition 2.** In the periodic regime of this model, \(N_A=ma+E_A\) and \(N_B=nb+E_B\), with

\[
E_A=\frac{\delta_A}{c_A}G,\qquad E_B=\frac{\delta_B}{c_B}G,\qquad
G=\frac{(1-q_A^m)(1-q_B^n)}{1-q_A^mq_B^n}. \tag{5}
\]

**Proof.** Let \(\varphi\) be the mean B-terminated fraction at the start of the A block. Each A cycle multiplies it by \(q_A\), so it is \(\varphi q_A^{k-1}\) before the \(k\)-th A cycle and \(\varphi q_A^m\) after the block. The B block therefore starts with an A-terminated fraction

\[
\psi=1-\varphi q_A^m .
\]

After \(n\) cycles of B, the fraction \(\psi q_B^n\) remains A-terminated. The next A block thus starts with the B-terminated fraction

\[
\varphi'=1-q_B^n+\varphi\,q_A^mq_B^n .
\]

A deviation from the fixed point of this map shrinks by the factor \(q_A^mq_B^n<1\) per supercycle, so a periodic regime is reached. Setting \(\varphi'=\varphi\) gives

\[
\varphi=\frac{1-q_B^n}{1-q_A^mq_B^n},\qquad
\psi=\frac{1-q_A^m}{1-q_A^mq_B^n},
\]

where the second follows by inserting \(\varphi\) into \(\psi=1-\varphi q_A^m\).

The mean uptake of the \(k\)-th A cycle is \(a+\delta_A\varphi q_A^{k-1}\). The geometric sum over the block is

\[
E_A=\delta_A\varphi\sum_{k=1}^m q_A^{k-1}=\delta_A\varphi\,\frac{1-q_A^m}{c_A}=\frac{\delta_A}{c_A}G .
\]

The same sum for B, starting from \(\psi\), gives \(E_B\). ∎

**Complete covering.** For \(c_A=c_B=1\), \(G=1\) and \(E_A=\delta_A\), as in the theorem. This is a limiting idealization. An uptake of 1.2 atoms per nm² is only about a tenth of the metal atoms in one monolayer of a common oxide (roughly 9 to 12 per nm²). With independent landing at \(p_{AB}=0.24\), a value \(c_A=0.99\) would require each atom to cover about 17 sites, since \(0.76^{17}\approx0.01\). For such small uptakes a memory over several cycles should be expected, and the one-cycle law must be checked rather than assumed. If only B covers incompletely, so that \(c_A=1\) and \(c_B<1\), then \(E_A=\delta_A(1-q_B^n)\). At fixed \(n\) the \(1/m\) law for the A uptake still holds for every \(m\), but with a smaller coefficient, because a short B block leaves part of the surface terminated by A.

**Long blocks.** As \(m,n\to\infty\), \(G\to1\) and \(E_A\to\delta_A/c_A\). The factor \(1/c_A\) is the mean number of A cycles that find a given site still terminated by B. The \(1/m\) law returns with the effective offset \(\varepsilon/c_A\). If each atom converts only its own site, \(c_A=p_{AB}\) and the offset is

\[
\frac{p_{AB}-p_{AA}}{p_{AA}\,p_{AB}}=\frac1{p_{AA}}-\frac1{p_{AB}},
\]

the difference between the mean numbers of cycles needed to land an atom on A and on B.

**Numbers.** Take \(c_A=0.5\) and \(c_B=0.8\), with B uptake unmodified. For \(m=n=1\), \(G=0.5\times0.8/0.9=0.444\) and \(E_A=-1.6\times0.444=-0.71\) nm⁻². Equal blocks give:

| \(m=n\) | \(E_A\) (nm⁻²) | \(E_A/(ma)\) | \(x\) |
|---|---|---|---|
| 1 | −0.711 | −0.356 | 0.301 |
| 2 | −1.164 | −0.291 | 0.321 |
| 5 | −1.550 | −0.155 | 0.360 |
| 10 | −1.598 | −0.080 | 0.380 |
| 20 | −1.600 | −0.040 | 0.390 |

From one cycle to two, the relative influence falls by less than a fifth instead of by half, because the interface term itself is still growing. From ten to twenty it halves, since \(E_A\) has reached its limit of \(-1.6\) nm⁻².

Incomplete covering does not always make the composition worse. At \(m=n=1\) the fraction is 0.301, against 0.286 for complete covering: B terminates only \(0.8/0.9=0.89\) of the sites when A arrives, so fewer sites inhibit the uptake. At \(m=n=2\) the order is reversed, 0.321 against 0.348, because the second A cycle is now inhibited too.

In a simulation of independent random site histories with constant \(c_A\) and \(c_B\) and with \(m=3\), \(n=2\), the A uptake was 4.646 nm⁻², against 4.649 from (5). The one-cycle law would give \(6.0-0.8=5.2\) nm⁻² and is clearly excluded for this surface. The agreement confirms (5) within its assumptions; it does not test the constancy of \(c_A\). On a square lattice where each landed atom also covers each of its four neighbours with a fixed probability, chosen to give \(c_A=0.5\) on a fully B-terminated surface and \(c_B=0.8\), the conversion probability rises to about 0.6 by the fourth A cycle, and \(E_A\) at \(m=n=10\) is about \(-1.5\) nm⁻² instead of \(-1.6\).

With such a memory, Lemma 1 and Corollary 2 no longer hold for short blocks. For \(c_A=0.5\) and \(c_B=0.8\), the offset \(-E_A/a\) is 0.36, 0.58, 0.77 and 0.80 cycles at \(m=n=1\), 2, 5 and 20. The recipe with A blocks of 2, 2, 2, 3 and 3 cycles gives a fraction of 0.372 instead of 0.400, and blocks of 1, 1, 1, 1 and 8 cycles give 0.392.

## Reading a measurement, and where the law fails

At fixed \(n\), the theorem makes \(N_A\) a straight line in \(m\), with slope \(a\) and intercept \(\delta_A\), starting at \(m=1\). In the covering model with \(0<q_A<1\), the line is reached only after the memory has decayed. Its intercept is then \(\delta_A(1-q_B^n)/c_A\), which tends to \(\delta_A/c_A\) when the B blocks are long as well. With long blocks of both oxides, the total \(N_A\) alone cannot separate the two cases: an intercept of \(-1.6\) nm⁻² may come from a first cycle with \(\delta_A=-1.6\) nm⁻², or from \(\delta_A=-0.8\) nm⁻² with \(c_A=0.5\). Short A blocks between long B blocks tell them apart: at \(m=1\) the uptake is 0.4 nm⁻² in the first case and 1.2 nm⁻² in the second.

If the A precursor removes a fixed amount \(\ell\) of metal B at each junction, assumption 3 fails, but the count changes only by replacing \(\delta_B\) with \(\delta_B-\ell\). Equations (1) and (2) then hold with the new \(\varepsilon_B\), as long as each B block contains enough metal to supply the loss. Unless the new \(\varepsilon_B\) happens to be zero, the shift of the ratio then depends on \(n\) as well as on \(m\).

The uptake of an A cycle may also drift with its position in the block, for instance because a growing A layer crystallizes or roughens. Suppose that this drift starts afresh in every block and does not depend on \(m\) or \(n\). If the uptake settles at a new constant value, that value must be used as \(a\). When the deviations \(d_k\) from it have a convergent sum, Proposition 1 shows that the relative influence of the interface again falls at least as fast as \(1/m\) for long blocks. When the sum grows without bound in magnitude, the influence falls more slowly than \(1/m\), or not at all.

## Values computed for the example and the checks

```
site density: 5.0 nm^-2
A on A, uptake a: 2.00 nm^-2 per cycle
first A cycle on B: 1.20 nm^-2
B on B and B on A, uptake b: 3.00 nm^-2 per cycle
interface term delta: -0.80 nm^-2; eps = -0.40
site simulation: N_A simulated / formula (nm^-2)
  m=1 n=1 complete covering: 1.199 / 1.200
  m=2 n=2 complete covering: 3.197 / 3.200
  m=4 n=2 complete covering: 7.198 / 7.200
  m=3 n=2 incomplete covering: 4.646 / 4.649
x0 for m=n: 0.4000
m=n: N_A, N_B (nm^-2), x, x-x0, relative ratio shift
   1: 1.2, 3.0, 0.2857, -0.1143, -0.400
   2: 3.2, 6.0, 0.3478, -0.0522, -0.200
   5: 9.2, 15.0, 0.3802, -0.0198, -0.080
  10: 19.2, 30.0, 0.3902, -0.0098, -0.040
  20: 39.2, 60.0, 0.3952, -0.0048, -0.020
first B cycle on A lowered to 1.80 nm^-2, m=n=3: x = 0.4000
power of m in x-x0, m=n, m from 2000 to 4000: -1.000
power of m in x-x0, n=2, m from 2000 to 4000: -1.998
(x-x0)/x0 for m=2, n=4000: -0.1999
recipe with A blocks (2, 2, 2, 3, 3), B blocks of 2: mean A block 2.4 cycles
  N_A = 20.0 nm^-2, N_B = 30.0 nm^-2, x = 0.4000
incomplete covering: c_A = 0.5, c_B = 0.8
m=n: interface term E_A (nm^-2), E_A/(m a), m times that, x
   1: -0.7111, -0.3556, -0.3556, 0.3005
   2: -1.1636, -0.2909, -0.5818, 0.3210
   5: -1.5495, -0.1550, -0.7748, 0.3604
  10: -1.5984, -0.0799, -0.7992, 0.3802
  20: -1.6000, -0.0400, -0.8000, 0.3902
long-block limit of E_A: -1.60 nm^-2
deviation delta/k: m times relative influence
  m=10: -1.172
  m=100: -2.075
  m=1000: -2.994
```
